**Casida's matrix and exchange: a numerical test in a one-dimensional box**

For real orbitals and a density-only kernel $f$, the response matrices satisfy $A-B=\Delta$, the diagonal matrix of orbital gaps, and Casida's matrix $\Delta^2+4\Delta^{1/2}(ia|f|jb)\Delta^{1/2}$ has the squared excitation energies as eigenvalues. An exchange-type interaction $W$ changes the difference to $\Delta-M$, with $M=(ij|W|ab)-(ib|W|ja)$. The program differentiates the nonlinear density-matrix equation of motion numerically and asserts that the resulting matrices and frequencies agree with these formulas for direct RPA, a model density kernel and exchange. It also asserts that the eigenvalues of $M$ lie within the range of $W$, that a contact $W$ leaves the gaps unchanged, and that a constant $W$ shifts them uniformly. The largest off-diagonal element of $A-B$ is about $10^{-12}$ hartree without exchange and 0.073 hartree with it. Using bare gaps for $A-B$ in the exchange case moves the lowest energy from 0.892 to 1.033 hartree. In the test with a complex phase on one orbital, the printed 12 element of $A-B$ is zero; the asserted nonzero off-diagonal element is the 21 element, because $A-B$ is then not Hermitian.

## Check in Python

```python
# RESULT UNDER TEST
# Closed-shell singlet response with real orbitals, gaps D = e_a - e_i:
#   A = D + 2(ia|f|jb) - (ij|W|ab),   B = 2(ia|f|jb) - (ib|W|ja)
# f: density kernel, W: interaction in an exchange-type term.
# W = 0: A-B = D (diagonal), and omega^2 are the eigenvalues of
#        Casida's matrix D^2 + 4 sqrt(D) (ia|f|jb) sqrt(D).
# W > 0: A-B = D - M, M = (ij|W|ab) - (ib|W|ja), positive definite and
#        in general not diagonal (exceptions: contact W, constant W).
# Independent road: numerical derivative of i dG/dt = [F[G], G], where G is
# the one-spin density matrix. Model: 4 electrons in a 1D box, atomic units.
import numpy as np
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
LENGTH, NGRID, NOCC = 5.0, 49, 2
step = LENGTH / (NGRID + 1)
number = np.arange(1, NGRID + 1)
x = step * number
orb = np.sqrt(2 / (NGRID + 1)) * np.sin(
    np.pi * np.outer(number, number) / (NGRID + 1))
energy = (np.pi * number / LENGTH) ** 2 / 2
h0 = (orb * energy) @ orb.T
v = 1 / np.sqrt((x[:, None] - x[None, :]) ** 2 + 1)
W = v / 2
XC = 0.1                       # model potential v_xc = -XC * n^2
gamma0 = orb[:, :NOCC] @ orb[:, :NOCC].T
occ0 = 2 * np.diag(gamma0)     # electrons per grid point
pairs = [(i, a) for i in range(NOCC) for a in range(NOCC, NGRID)]
npair = len(pairs)
gap = np.array([energy[a] - energy[i] for i, a in pairs])


def velocity(gamma, xc, exchange):
    """dz/dt for the occupied-empty block, from the full commutator."""
    occ = 2 * np.real(np.diag(gamma))
    pot = v @ (occ - occ0) - xc * ((occ / step) ** 2 - (occ0 / step) ** 2)
    fock = h0 + np.diag(pot) - exchange * (gamma - gamma0)
    comm = fock @ gamma - gamma @ fock
    return -1j * (orb[:, NOCC:].T @ comm @ orb[:, :NOCC]).T.ravel()


def jacobian(xc, exchange, s=1e-4):
    """Real matrix J of d(u,w)/dt = J (u,w), z = u + i w."""
    jac = np.zeros((2 * npair, 2 * npair))
    for k, (i, a) in enumerate(pairs):
        ket = np.outer(orb[:, a], orb[:, i])
        for col, change in ((k, ket + ket.T), (npair + k, 1j * (ket - ket.T))):
            d = (velocity(gamma0 + s * change, xc, exchange)
                 - velocity(gamma0 - s * change, xc, exchange)) / (2 * s)
            jac[:npair, col], jac[npair:, col] = d.real, d.imag
    return jac


def blocks(jac):
    """A+B and A-B as read from the equation of motion."""
    return -jac[npair:, :npair], jac[:npair, npair:]


def frequencies(jac):
    ev = np.linalg.eigvals(jac)
    assert np.max(np.abs(ev.real)) < 1e-5
    return np.sort(ev.imag[ev.imag > 0])


def offdiag(m):
    return np.max(np.abs(m - np.diag(np.diag(m))))


def root(m):
    val, vec = np.linalg.eigh(m)
    assert val[0] > 0
    return (vec * np.sqrt(val)) @ vec.T


def symmetric_modes(minus, plus):
    r = root(minus)
    return np.sqrt(np.linalg.eigvalsh(r @ plus @ r))


def full_modes(A, B):
    """Positive energies of the unreduced problem of double size."""
    ev = np.linalg.eigvals(np.block([[A, B], [-B.conj(), -A.conj()]]))
    assert np.max(np.abs(ev.imag)) < 1e-8
    return np.sort(ev.real[ev.real > 0])


def show(label, values, unit="hartree"):
    print(label + ":", " ".join(f"{t:.5f}" for t in np.ravel(values)), unit)


# ---- density-only kernels: full set of pairs
rho = np.array([orb[:, i] * orb[:, a] for i, a in pairs]).T
zero = np.zeros_like(v)
results, offs = {}, {}
for name, xc in (("direct RPA", 0.0), ("density kernel", XC)):
    kernel = v + np.diag(-2 * xc * (occ0 / step) / step)
    coupling = rho.T @ kernel @ rho
    sq = np.sqrt(gap)
    casida = np.diag(gap ** 2) + 4 * sq[:, None] * coupling * sq[None, :]
    val, F = np.linalg.eigh(casida)
    omega = np.sqrt(val)
    jac = jacobian(xc, zero)
    plus, minus = blocks(jac)
    assert np.max(np.abs(minus - np.diag(gap))) < 1e-6
    assert offdiag(plus) > 1e-2
    assert np.max(np.abs(frequencies(jac) - omega)) < 1e-5
    # amplitudes rebuilt from F must solve the original two equations
    total = sq[:, None] * F / np.sqrt(omega)
    diff = F / sq[:, None] * np.sqrt(omega)
    X, Y = (total + diff) / 2, (total - diff) / 2
    A, B = (plus + minus) / 2, (plus - minus) / 2
    assert np.max(np.abs(A @ X + B @ Y - X * omega)) < 1e-5
    assert np.max(np.abs(B @ X + A @ Y + Y * omega)) < 1e-5
    assert np.allclose(np.sum(X ** 2 - Y ** 2, axis=0), 1, atol=1e-9)
    results[name], offs[name] = omega, offdiag(minus)

# ---- exchange-type term: pair functions on the two-coordinate grid
anti, sym = [], []
for i, a in pairs:
    t = np.outer(orb[:, i], orb[:, a])
    anti.append((t - t.T).ravel())
    sym.append((t + t.T).ravel())
anti, sym = np.array(anti), np.array(sym)
M = 0.5 * (anti * W.ravel()) @ anti.T
P = 0.5 * (sym * W.ravel()) @ sym.T
assert np.allclose(0.5 * anti @ anti.T, np.eye(npair), atol=1e-10)
m_eigs = np.linalg.eigvalsh(M)
assert W.min() - 1e-10 < m_eigs[0] and m_eigs[-1] < W.max() + 1e-10
minus_x = np.diag(gap) - M
plus_x = np.diag(gap) + 4 * rho.T @ v @ rho - P
jac = jacobian(0.0, W)
plus, minus = blocks(jac)
assert np.max(np.abs(minus - minus_x)) < 1e-6
assert np.max(np.abs(plus - plus_x)) < 1e-6
assert offdiag(minus) > 1e-2
offs["exchange"] = offdiag(minus)
omega_x = symmetric_modes(minus_x, plus_x)
assert np.max(np.abs(frequencies(jac) - omega_x)) < 1e-5
shortcut = symmetric_modes(np.diag(gap), plus_x)
assert abs(shortcut[0] - omega_x[0]) > 1e-2

# exceptions: contact interaction and constant interaction
contact = blocks(jacobian(0.0, 0.5 * np.eye(NGRID) / step))[1]
assert np.max(np.abs(contact - np.diag(gap))) < 1e-6
constant = blocks(jacobian(0.0, 0.3 * np.ones_like(v)))[1]
assert np.max(np.abs(constant - np.diag(gap - 0.3))) < 1e-6

# ---- two pairs, 1->3 and 2->4, from explicit integrals
two = [(0, 2), (1, 3)]
sel = [pairs.index(p) for p in two]


def integral(p, q, g, r, s):
    return (orb[:, p] * orb[:, q]) @ g @ (orb[:, r] * orb[:, s])


def table(rule):
    return np.array([[rule(i, a, j, b) for j, b in two] for i, a in two])


gap2 = gap[sel]
K2 = table(lambda i, a, j, b: integral(i, a, v, j, b))
first = table(lambda i, a, j, b: integral(i, j, W, a, b))
second = table(lambda i, a, j, b: integral(i, b, W, j, a))
D2 = np.diag(gap2)
casida2 = D2 ** 2 + 4 * np.sqrt(np.outer(gap2, gap2)) * K2
omega2 = np.sqrt(np.linalg.eigvalsh(casida2))
assert np.allclose(omega2, full_modes(D2 + 2 * K2, 2 * K2), atol=1e-9)
A2, B2 = D2 + 2 * K2 - first, 2 * K2 - second
assert np.max(np.abs((A2 - B2) - minus[np.ix_(sel, sel)])) < 1e-6
assert np.max(np.abs((A2 + B2) - plus[np.ix_(sel, sel)])) < 1e-6
omega2x = full_modes(A2, B2)
assert np.allclose(omega2x, symmetric_modes(A2 - B2, A2 + B2), atol=1e-9)
bare2 = symmetric_modes(D2, A2 + B2)
diag2 = symmetric_modes(np.diag(np.diag(A2 - B2)), A2 + B2)
assert np.max(np.abs(bare2 - omega2x)) > 1e-2
assert np.max(np.abs(diag2 - omega2x)) > 1e-3

# grid integral against Gauss-Legendre quadrature of the continuous orbitals
node, weight = np.polynomial.legendre.leggauss(60)
y, wy = LENGTH * (node + 1) / 2, weight * LENGTH / 2
wave = [np.sqrt(2 / LENGTH) * np.sin(k * np.pi * y / LENGTH) for k in range(1, 5)]
vy = 1 / np.sqrt((y[:, None] - y[None, :]) ** 2 + 1)
quad = (wy * wave[0] * wave[1]) @ (vy / 2) @ (wy * wave[2] * wave[3])
assert abs(quad - first[0, 1]) < 1e-5

# complex phase on orbital 3: direct RPA loses the diagonal A-B, not its energies
phase_orb = orb.astype(complex)
phase_orb[:, 2] *= np.exp(1j * np.pi / 4)
r2 = np.array([phase_orb[:, a].conj() * phase_orb[:, i] for i, a in two]).T
Ac, Bc = D2 + 2 * r2.T @ v @ r2.conj(), 2 * r2.T @ v @ r2
assert offdiag(Ac - Bc) > 1e-2
assert np.allclose(full_modes(Ac, Bc), omega2, atol=1e-9)

# ---- output
print(f"box length: {LENGTH:.1f} bohr; grid spacing: {step:.2f} bohr")
print(f"electrons: {2 * NOCC}; pairs in full set: {npair}")
show("orbital energies 1 to 4", energy[:4])
print("TWO PAIRS: 1->3 and 2->4; matrices listed as 11 12 21 22")
show("gaps", gap2)
show("Coulomb integrals (ia|v|jb)", K2)
show("direct RPA A", D2 + 2 * K2)
show("direct RPA B", 2 * K2)
show("Casida matrix", casida2, "hartree^2")
show("direct RPA energies", omega2)
show("direct RPA energies", omega2 * EV, "eV")
show("exchange integrals (ij|W|ab)", first)
show("exchange integrals (ib|W|ja)", second)
show("M", first - second)
show("A-B with exchange", A2 - B2)
show("A+B with exchange", A2 + B2)
show("correct energies with exchange", omega2x)
show("correct energies with exchange", omega2x * EV, "eV")
show("faulty: bare gaps used for A-B", bare2)
show("faulty: only diagonal of A-B kept", diag2)
print(f"phase pi/4 on orbital 3, direct RPA: |(A-B)_12| = "
      f"{abs((Ac - Bc)[0, 1]):.5f} hartree")
print("FULL SET OF PAIRS")
for name, value in offs.items():
    print(f"largest off-diagonal |A-B|, {name}: {value:.1e} hartree")
show("lowest three bare gaps", np.sort(gap)[:3])
for name, value in results.items():
    show("lowest three energies, " + name, value[:3])
show("lowest three energies, exchange", omega_x[:3])
show("lowest three, faulty bare-gap shortcut", shortcut[:3])
show("smallest and largest W on grid", [W.min(), W.max()])
show("smallest and largest eigenvalue of M", [m_eigs[0], m_eigs[-1]])
show("lowest energy: direct RPA, density kernel, exchange",
     np.array([results["direct RPA"][0], results["density kernel"][0],
               omega_x[0]]) * EV, "eV")
print("all tests passed")
```

Output:

```
box length: 5.0 bohr; grid spacing: 0.10 bohr
electrons: 4; pairs in full set: 94
orbital energies 1 to 4: 0.19739 0.78957 1.77653 3.15827 hartree
TWO PAIRS: 1->3 and 2->4; matrices listed as 11 12 21 22
gaps: 1.57914 2.36871 hartree
Coulomb integrals (ia|v|jb): 0.06706 0.05366 0.05366 0.05516 hartree
direct RPA A: 1.71326 0.10732 0.10732 2.47902 hartree
direct RPA B: 0.13413 0.10732 0.10732 0.11032 hartree
Casida matrix: 2.91728 0.41513 0.41513 6.13338 hartree^2
direct RPA energies: 1.69250 2.48719 hartree
direct RPA energies: 46.05533 67.67983 eV
exchange integrals (ij|W|ab): 0.32018 0.05689 0.05689 0.30568 hartree
exchange integrals (ib|W|ja): 0.03353 -0.00011 -0.00011 0.02758 hartree
M: 0.28664 0.05700 0.05700 0.27810 hartree
A-B with exchange: 1.29249 -0.05700 -0.05700 2.09061 hartree
A+B with exchange: 1.49368 0.15786 0.15786 2.25608 hartree
correct energies with exchange: 1.38382 2.17122 hartree
correct energies with exchange: 37.65568 59.08193 eV
faulty: bare gaps used for A-B: 1.52572 2.31838 hartree
faulty: only diagonal of A-B kept: 1.38080 2.17728 hartree
phase pi/4 on orbital 3, direct RPA: |(A-B)_12| = 0.00000 hartree
FULL SET OF PAIRS
largest off-diagonal |A-B|, direct RPA: 2.1e-12 hartree
largest off-diagonal |A-B|, density kernel: 2.1e-12 hartree
largest off-diagonal |A-B|, exchange: 7.3e-02 hartree
lowest three bare gaps: 0.98696 1.57914 2.36871 hartree
lowest three energies, direct RPA: 1.19507 1.69195 2.48715 hartree
lowest three energies, density kernel: 1.13303 1.63150 2.41086 hartree
lowest three energies, exchange: 0.89211 1.38352 2.16996 hartree
lowest three, faulty bare-gap shortcut: 1.03251 1.52560 2.31777 hartree
smallest and largest W on grid: 0.10198 0.50000 hartree
smallest and largest eigenvalue of M: 0.15111 0.43876 hartree
lowest energy: direct RPA, density kernel, exchange: 32.51960 30.83136 24.27547 eV
all tests passed
```
